# Far dilatation of a small prismatic interstitial loop

**Q.** An end-of-range loop in implanted silicon is a platelet of extra atoms. You want its distant volume strain from elasticity. What replaces the platelet in the equations?

**A.** A localized plastic strain. Let the loop be flat, with area \(A\), unit normal \(\mathbf n\) and Burgers vector of length \(b\) along \(\mathbf n\). Inserting the platelet moves the two faces apart by \(b\). If the loop is small compared with the distance of observation, its plastic strain is

\[
\varepsilon^*_{lm}=bA\,n_l n_m\,\delta(\mathbf x),
\]

positive because material is added. Stress comes from the elastic part of the strain alone, \(\sigma_{jk}=C_{jklm}(\partial_m u_l-\varepsilon^*_{lm})\), with \(\mathbf u\) the total displacement. The condition \(\partial_k\sigma_{jk}=0\) becomes

\[
C_{jklm}\partial_k\partial_m u_l+f_j=0,\qquad
f_j=-P_{jk}\,\partial_k\delta(\mathbf x),\qquad
P_{jk}=bA\,C_{jklm}n_l n_m .
\]

The loop therefore acts as a set of force pairs with dipole tensor \(P_{jk}\). For an isotropic solid, \(C_{jklm}=\lambda\delta_{jk}\delta_{lm}+\mu(\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl})\), where \(\lambda\) and \(\mu\) are the Lamé constants, and so

\[
P_{jk}=bA\,(\lambda\,\delta_{jk}+2\mu\,n_jn_k).
\]

**Q.** Now you need the displacement, which means the full Green tensor.

**A.** Not for the dilatation \(\Delta=\partial_j u_j\), which is positive for expansion. Isotropic equilibrium reads

\[
\mu\nabla^2u_j+(\lambda+\mu)\,\partial_j\Delta+f_j=0 .
\]

Take its divergence. The first term gives \(\mu\nabla^2\Delta\), the second \((\lambda+\mu)\nabla^2\Delta\), and

\[
(\lambda+2\mu)\nabla^2\Delta=-\partial_jf_j=P_{jk}\,\partial_j\partial_k\delta(\mathbf x).
\]

Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf x)\), the solution that decays at infinity is

\[
\Delta=-\frac{P_{jk}}{4\pi(\lambda+2\mu)}\,\partial_j\partial_k\frac1r .
\]

**Q.** The tensor \(P_{jk}\) has a large isotropic part. Why should that not swamp any angular dependence?

**A.** Away from the loop,

\[
\partial_j\partial_k\frac1r=\frac{3x_jx_k-r^2\delta_{jk}}{r^5}.
\]

Contracted with \(\delta_{jk}\), this gives \((3r^2-3r^2)/r^5=0\), so the \(\lambda\) part produces no dilatation outside the source. Contracted with \(n_jn_k\), using \(\mathbf n\cdot\mathbf x=r\cos\theta\), it gives \((3\cos^2\theta-1)/r^3\). Hence

\[
\Delta=-\frac{2\mu\,bA}{4\pi(\lambda+2\mu)}\,\frac{3\cos^2\theta-1}{r^3}.
\]

With \(\lambda=2\mu\nu/(1-2\nu)\), where \(\nu\) is the Poisson ratio, \(\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)\). The shear modulus cancels:

\[
\boxed{\;\Delta=-k\,bA\,\frac{3\cos^2\theta-1}{r^3},\qquad
k=\frac{1-2\nu}{4\pi(1-\nu)}\;}
\]

This is the leading far field in an infinite, linear, isotropic solid. The inverse cube arises because two derivatives act on \(1/r\): one from the force pair, one from taking the divergence.

The law was tested against second differences of a Green tensor computed from its Fourier integral, for \(\nu=0.1,\,0.25,\,0.4\), two distances and random directions. The largest discrepancy was \(2.7\times10^{-5}\) of the axial value.

**Q.** The minus sign worries me. You add atoms, and the crystal on the axis shrinks?

**A.** The platelet pushes the material above and below it outward, and the surrounding crystal resists, so on the normal \(\Delta=-2kbA/r^3\), a compression. Beyond the rim, in the loop plane, there is no inserted layer, and the crystal is stretched by the opening next to it: \(\Delta=+kbA/r^3\). A vacancy loop has the opposite plastic strain and reverses both signs. As \(\nu\to\tfrac12\) the solid becomes incompressible and \(k\to0\), as it must.

**Q.** The average of \(3\cos^2\theta-1\) over directions is zero. Where did the inserted volume go?

**A.** Into the source term. The trace of \(\partial_j\partial_k(1/r)\) must be \(-4\pi\delta(\mathbf x)\), so, with the singularity excluded by a small sphere, the second derivative contains \(-(4\pi/3)\delta_{jk}\delta(\mathbf x)\) besides the function above. The outward displacement flux through a sphere centred on the loop is the integral of \(\Delta\) inside it, to which only this part contributes:

\[
\oint\mathbf u\cdot d\mathbf S=\frac{P_{kk}}{3(\lambda+2\mu)}
=bA\,\frac{3\lambda+2\mu}{3(\lambda+2\mu)}
=\frac{1+\nu}{3(1-\nu)}\,bA .
\]

The last step uses \(3\lambda+2\mu=2\mu(1+\nu)/(1-2\nu)\). At \(\nu=0.3\) the factor is 0.619, and direct quadrature of the displacement gives the same value. It is less than one because the infinite surroundings confine the platelet. In a finite body with free surfaces the volume average of the internal stress vanishes, so the elastic dilatation integrates to zero and the total volume change is the full \(bA\).

**Q.** A real loop has a radius. How far away is "far"?

**A.** Take a circular loop of radius \(R\) with its normal along \(z\), and add point loops over the disc. Each contributes \(-kb\,dA'\,\partial_z^2(1/|\mathbf x-\mathbf x'|)\), so

\[
\Delta=-kb\,\partial_z^2\Phi,\qquad
\Phi=\int_{\rm disc}\frac{dA'}{|\mathbf x-\mathbf x'|}.
\]

On the axis, for \(z>0\),

\[
\Phi=2\pi\int_0^R\frac{\rho\,d\rho}{\sqrt{\rho^2+z^2}}
=2\pi\left(\sqrt{z^2+R^2}-z\right),
\]

whose second derivative is \(2\pi R^2/(z^2+R^2)^{3/2}\). Therefore

\[
\Delta_{\rm axis}=-\frac{(1-2\nu)\,bR^2}{2(1-\nu)(z^2+R^2)^{3/2}} .
\]

For \(z\gg R\) this returns \(-2kbA/z^3\). For \(z\ll R\) it levels off at a value proportional to \(b/R\), so the inverse cube fails near the loop.

**Q.** That covers one line. What about other directions, and the angle where your leading term vanishes?

**A.** Expand the axial potential for \(z>R\):

\[
\Phi=\pi R^2\left(\frac1z-\frac{R^2}{4z^3}+\dots\right).
\]

A decaying, axially symmetric harmonic function is fixed by its axial values, and \(1/z^{n+1}\) on the axis belongs to \(P_n(\cos\theta)/r^{n+1}\), with \(P_n\) a Legendre polynomial. Thus

\[
\Phi=\pi R^2\left(\frac1r-\frac{R^2P_2}{4r^3}+\dots\right).
\]

Differentiating the axial values in the same way gives \(\partial_z^2(P_n/r^{n+1})=(n+1)(n+2)P_{n+2}/r^{n+3}\). The factors are 2 for \(n=0\) and 12 for \(n=2\), so

\[
\Delta=-kbA\left[\frac{2P_2}{r^3}-\frac{3R^2P_4}{r^5}+\dots\right],
\qquad 2P_2=3\cos^2\theta-1 .
\]

On the axis \(P_2=P_4=1\), and the relative correction is \(-\tfrac32R^2/r^2\). In the plane \(P_2=-\tfrac12\) and \(P_4=\tfrac38\), and it is \(+\tfrac98R^2/r^2\). At \(\cos^2\theta=1/3\), or \(54.74^\circ\), the first term is zero while \(P_4=-7/18\), which leaves \(\Delta\simeq-\tfrac76kbAR^2/r^5\). No distance makes the far law accurate in relative terms at that angle.

**Q.** Give me numbers for silicon.

**A.** Take a faulted loop on a {111} plane, with \(R=5\) nm and its centre 100 nm below a (001) surface, observed at \(r=30\) nm. As inputs of the example, set the elastic constants to \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa, values chosen to resemble silicon at room temperature. They give a bulk modulus \(K=(C_{11}+2C_{12})/3=98\) GPa and a Voigt-averaged shear modulus \(\mu=(C_{11}-C_{12}+3C_{44})/5=68.4\) GPa. Then

\[
\nu=\frac{3K-2\mu}{2(3K+\mu)}=0.217,\qquad k=0.0575 .
\]

The lattice parameter \(a=0.5431\) nm gives \(b=a/\sqrt3=0.3136\) nm. With \(A=\pi R^2=78.54\) nm\(^2\), the inserted volume is \(bA=24.63\) nm\(^3\). Divided by the atomic volume \(a^3/8=0.02002\) nm\(^3\), this is about 1230 atoms. The scale of the strain is

\[
\frac{kbA}{r^3}=\frac{0.05754\times24.63}{30^3}=5.25\times10^{-5}.
\]

The isotropic law thus gives \(\Delta=-1.05\times10^{-4}\) on the normal and \(+5.25\times10^{-5}\) in the plane. The pressure \(p=-K\Delta\) is \(+10.3\) MPa and \(-5.1\) MPa respectively.

**Q.** Does such a pressure matter to a migrating self-interstitial?

**A.** Treat the interstitial as an isotropic centre with relaxation volume \(V_r\), whose dipole tensor is \(KV_r\delta_{jk}\). Its energy in the loop's strain is

\[
E=-KV_r\,\delta_{jk}\varepsilon_{jk}=-KV_r\Delta=pV_r .
\]

Assume for scale that \(V_r\) is one atomic volume. On the normal, \(10.29\ \text{MPa}\times0.02002\ \text{nm}^3=0.206\ \text{MPa nm}^3\), and 1 MPa nm\(^3\) is 6.24 meV, so \(E=+1.3\) meV. In the plane \(E=-0.64\) meV. The defect is repelled along the normal and favoured in the plane, but at 1073 K \(k_{\rm B}T=92.5\) meV. The Boltzmann factor on the normal differs from one by about 1.4 %. For such an isotropic centre the elastic bias on the equilibrium concentration is weak at this distance. A defect with an anisotropic dipole tensor, such as a split interstitial, also couples to the shear strain, which the dilatation does not describe. On the normal the axial strain is about \(-3.3\times10^{-4}\), three times \(\Delta\), and a uniaxial dipole of the same trace aligned with the normal would have \(E\approx+12\) meV, a change of about 12 % in the Boltzmann factor.

**Q.** Your crystal ends 100 nm away. How do you know the surface does not spoil this?

**A.** By reciprocity. The dilatation at a field point due to the loop equals \(P_{jk}\,\partial_k w_j\) at the loop, where \(\mathbf w\) is the displacement due to a unit dilatation centre, \(P_{jk}=\delta_{jk}\), at the field point. This follows from the symmetry of the Green tensor, \(G_{ij}(\mathbf x,\mathbf x')=G_{ji}(\mathbf x',\mathbf x)\), which also holds in a half-space.

In the bulk, the centre's force \(-\nabla\delta\) has no curl. Put \(\mathbf w=\nabla\chi\); then \((\lambda+2\mu)\nabla^2\chi=\delta\), and \(\mathbf w=\mathbf r/[4\pi(\lambda+2\mu)r^3]\). Now let \(z\ge0\) be depth, place the centre at depth \(c\), and let \(\mathbf R_1\), \(\mathbf R_2\) run from the centre and from its mirror point to the place of evaluation. With \(\alpha=3-4\nu\) and \(\psi=\partial_z(1/R_2)\), try

\[
4\pi(\lambda+2\mu)\,\mathbf w=\frac{\mathbf R_1}{R_1^3}
+\alpha\frac{\mathbf R_2}{R_2^3}-2z\nabla\psi+2\alpha\psi\,\hat{\mathbf z}.
\]

**Q.** "Try" is not a derivation. Does it satisfy equilibrium and leave the surface free?

**A.** Both can be checked directly. Equilibrium requires \((1-2\nu)\nabla^2\mathbf w+\nabla(\nabla\cdot\mathbf w)=0\) away from the centre. The first two terms have zero Laplacian and zero divergence there. Since \(\psi\) is harmonic, the last two have Laplacian \(-4\nabla\partial_z\psi\) and divergence \((2\alpha-2)\partial_z\psi=4(1-2\nu)\partial_z\psi\). The sum is \([-4(1-2\nu)+4(1-2\nu)]\nabla\partial_z\psi=0\).

At \(z=0\), \(R_1=R_2=R\). Dropping the common prefactor, \(w_x=(1+\alpha)x/R^3\) and \(w_z=-(1+\alpha)c/R^3\) there. For the shear traction,

\[
\partial_zw_x=\frac{(3-3\alpha-6)cx}{R^5}=-\frac{3(1+\alpha)cx}{R^5},
\qquad
\partial_xw_z=+\frac{3(1+\alpha)cx}{R^5},
\]

which cancel, and likewise for \(y\). For the normal traction, let \(q=1/R^3-3c^2/R^5\). Differentiation gives \(\partial_xw_x+\partial_yw_y=-(1+\alpha)q=-4(1-\nu)q\) and \(\partial_zw_z=(3-\alpha)q=4\nu q\). The normal stress is proportional to

\[
(1-\nu)\,\partial_zw_z+\nu(\partial_xw_x+\partial_yw_y)
=4\nu(1-\nu)q-4\nu(1-\nu)q=0 .
\]

The surface is free. In the isotropic half-space, for field points 30 nm from the loop on the side towards the surface, the image terms change the far law by \(-1.0\) % on the normal and \(+1.1\) % along the in-plane direction \([11\bar2]\).

**Q.** And the other things you dropped? Silicon is not isotropic.

**A.** That is the serious omission. With the full cubic stiffness and the same loop, distance and \(bA\), the dilatation on the [111] normal is \(-1.99\times10^{-4}\), which is 90 % larger in magnitude than the isotropic law. In the plane the changes are \(+6.8\) % along \([11\bar2]\) and \(-9.5\) % along \([1\bar10]\).

Part of this can be traced to the source. For \(\mathbf n\) along [111], each \(n_i^2=1/3\), and the cubic dipole tensor is a multiple of \(\delta_{jk}\) plus \(2C_{44}\,bA\,n_jn_k\). In an isotropic medium this would replace \(2\mu\) by \(2C_{44}\), a factor \(80/68.4=1.17\) in every direction. The remaining factor on the normal, \(1.90/1.17\approx1.6\), comes from the anisotropic response of the crystal. In that response the \(\delta_{jk}\) part need no longer drop out, because the cancellation used the isotropic equation. On the normal it supplies only 0.13 of the ratio 1.90; the \(n_jn_k\) part supplies 1.77.

The finite radius matters less here. In the isotropic solid it changes the far law by \(-4.0\) % on the normal and \(+3.2\) % in the plane, close to the \(-4.2\) % and \(+3.1\) % of the two-term expansion. In the cubic crystal the correction on the normal is about twice as large, near \(-9\) %. Raising \(\nu\) by 0.01 lowers \(k\) by 2.3 %.

**Q.** Would you use the formula for an actual implanted layer?

**A.** For the decay and for estimates of size, with its limits stated. After an amorphizing implant and regrowth, loops with radii of several to tens of nanometres lie near the former amorphous–crystalline boundary, at densities of very roughly \(10^{10}\) to \(10^{11}\) cm\(^{-2}\). The radius, depth and density used here are round values in that regime, with the radius near its lower end. At \(10^{10}\) cm\(^{-2}\) the mean spacing is 100 nm. One equal neighbour at that spacing is at least 70 nm from the field point and, by the isotropic law, adds at most 8 % of the value on the normal or 16 % of that in the plane. Loops in a real layer are scattered. If their positions are random at this density, half of them have a neighbour within 47 nm. With the four {111} normals equally likely, the isotropic law then makes the summed field of the neighbours exceed half that of the single loop in roughly one case in six for the field point on the normal, and in one case in five to one in four for field points in the plane, taking all loops at the same depth. At \(10^{11}\) cm\(^{-2}\) the spacing is about 32 nm, and a single-loop field at 30 nm loses its meaning. Perfect loops whose Burgers vector is not along the normal need a different dipole tensor. On the normal of the faulted loop in this example, cubic anisotropy is the largest correction computed: the pressure there rises from about 10 to about 20 MPa. The inverse cube survives, since the Green tensor of any homogeneous infinite linear solid scales as \(1/r\), but the factor \(3\cos^2\theta-1\) belongs to the isotropic model. Along [100], where this factor is zero for a [111] normal, the cubic crystal of the example has \(\Delta\approx+3\times10^{-5}\) at 30 nm. In this example the two models disagree on the sign in some directions between about \(35^\circ\) and \(63^\circ\) from the normal, so in that range use the cubic Green tensor even for the sign.

## Computed results

```
TESTS
largest error of law / axial value: 2.7e-05
opening of finite loop / b: 1.0000
decay exponent, r = 20R to 40R: -3.0030
flux / (bA) at nu = 0.3: 0.6190
INPUTS
C11, C12, C44: 166, 64, 80 GPa
lattice parameter: 0.5431 nm
loop radius R: 5.0 nm
loop depth: 100 nm
field distance r: 30 nm
loop density: 1e+10 cm^-2
LOOP AND ISOTROPIC MODULI
bulk modulus K: 98.0 GPa
shear modulus (Voigt): 68.4 GPa
Poisson ratio nu: 0.2169
prefactor k: 0.05754
Burgers vector b: 0.3136 nm
loop area A: 78.54 nm^2
inserted volume bA: 24.63 nm^3
atomic volume: 0.02002 nm^3
inserted atoms: 1230
FAR LAW AT r
dilatation on normal: -1.050e-04
dilatation in plane: 5.248e-05
node angle: 54.74 degrees
pressure on normal: 10.29 MPa
pressure in plane: -5.14 MPa
defect energy on normal: 1.286 meV
defect energy in plane: -0.643 meV
kT at 1073 K: 92.5 meV
NEGLECTED EFFECTS AT r
finite radius, normal: -4.03 %
finite radius, plane: 3.22 %
finite-loop dilatation at node: -1.73e-06
Zener ratio: 1.569
anisotropic dilatation, normal [111]: -1.992e-04
anisotropic dilatation, plane [11-2]: 5.605e-05
anisotropic dilatation, plane [1-10]: 4.751e-05
anisotropy, normal [111]: 89.8 %
anisotropy, plane [11-2]: 6.8 %
anisotropy, plane [1-10]: -9.5 %
surface image / law, normal: -0.96 %
surface image / law, plane: 1.11 %
mean loop spacing: 100 nm
neighbour bound, normal: 7.9 %
neighbour bound, plane: 15.7 %
change for nu + 0.01: -2.28 %
```
